# Isotope shift of the Si-H stretch in a diatomic model

## Problem

Hydrogen saturates broken silicon bonds at the interface between silicon and its oxide. Suppose that the stretching vibration of such a Si-H bond lies at 2100 cm\(^{-1}\). Find the wavenumber of the same vibration after hydrogen has been replaced by deuterium. Treat the bond as a diatomic molecule: one silicon atom of mass \(M=28\) u and one hydrogen isotope of mass \(m\), joined by a spring and moving along the bond. Take \(m_H=1\) u and \(m_D=2\) u.

The spring is assumed to be harmonic, with a force constant \(k\) that is the same for both isotopes. The second assumption rests on the Born-Oppenheimer approximation. There the electrons are treated at fixed nuclear positions, and their energy plus the repulsion energy of the nuclei, as a function of these positions, is the potential in which the nuclei move. Both the electronic Hamiltonian at fixed nuclei and the nuclear repulsion contain the nuclear charges but not the nuclear masses. Hydrogen and deuterium have the same charge, so they move in the same potential, and its curvature \(k\) is the same.

Wavenumbers \(\nu\) are given in cm\(^{-1}\). The equations use Hartree atomic units, in which \(\hbar=1\), so that a vibrational quantum equals the angular frequency \(\omega\). Since \(\nu\) is proportional to \(\omega\), ratios of the two are equal.

## First estimate by scaling

Silicon is much heavier than hydrogen, so let it stand still. The frequency can then depend on \(k\) and \(m\) alone. The combination of these with the dimension of a frequency is \(\sqrt{k/m}\), and therefore \(\omega\propto m^{-1/2}\) at fixed \(k\). Doubling the mass gives

\[
\frac{\nu_D}{\nu_H}\approx\sqrt{\frac{m_H}{m_D}}=\frac{1}{\sqrt2}=0.7071,
\qquad
\nu_D\approx 0.7071\times 2100\ \text{cm}^{-1}\approx 1485\ \text{cm}^{-1}.
\]

What this leaves out is the recoil of the silicon atom.

## Exact solution of the diatomic model

**Equation of motion.** Let \(x_1\) and \(x_2\) be the displacements of silicon and of the hydrogen isotope from their equilibrium positions, both counted positive in the direction from silicon to hydrogen. The bond is stretched by \(s=x_2-x_1\). A stretched spring (\(s>0\)) pulls silicon forward and hydrogen back:

\[
M\ddot x_1=+ks,\qquad m\ddot x_2=-ks .
\]

Divide each equation by its mass and subtract the first from the second:

\[
\ddot s=\ddot x_2-\ddot x_1=-\frac{k}{m}s-\frac{k}{M}s=-k\left(\frac1m+\frac1M\right)s .
\]

This is the equation of one oscillator with the reduced mass \(\mu\):

\[
\omega=\sqrt{\frac{k}{\mu}},\qquad \frac1\mu=\frac1m+\frac1M,\qquad \mu=\frac{Mm}{M+m}.
\]

**From the frequency to the quantum.** A spectrum shows transition energies, so the same mass must be shown to govern the quantum problem. Introduce the centre of mass \(R=(Mx_1+mx_2)/(M+m)\) beside \(s\). By the chain rule,

\[
\frac{\partial}{\partial x_1}=\frac{M}{M+m}\frac{\partial}{\partial R}-\frac{\partial}{\partial s},
\qquad
\frac{\partial}{\partial x_2}=\frac{m}{M+m}\frac{\partial}{\partial R}+\frac{\partial}{\partial s}.
\]

Squaring these and inserting them in the kinetic energy gives

\[
-\frac{1}{2M}\frac{\partial^2}{\partial x_1^2}
=-\frac{M}{2(M+m)^2}\frac{\partial^2}{\partial R^2}
+\frac{1}{M+m}\frac{\partial^2}{\partial R\,\partial s}
-\frac{1}{2M}\frac{\partial^2}{\partial s^2},
\]

\[
-\frac{1}{2m}\frac{\partial^2}{\partial x_2^2}
=-\frac{m}{2(M+m)^2}\frac{\partial^2}{\partial R^2}
-\frac{1}{M+m}\frac{\partial^2}{\partial R\,\partial s}
-\frac{1}{2m}\frac{\partial^2}{\partial s^2}.
\]

In the sum the mixed derivatives cancel, and what remains is

\[
-\frac{1}{2(M+m)}\frac{\partial^2}{\partial R^2}-\frac{1}{2\mu}\frac{\partial^2}{\partial s^2}.
\]

The potential \(\tfrac12ks^2\) does not contain \(R\), so the stretch separates from the motion of the whole molecule. Now measure the stretch by a dimensionless variable \(q\), with \(s=(\mu k)^{-1/4}q\). Then \(\partial^2/\partial s^2=\sqrt{\mu k}\,\partial^2/\partial q^2\) and \(s^2=q^2/\sqrt{\mu k}\), so that

\[
-\frac{1}{2\mu}\frac{\partial^2}{\partial s^2}+\frac12ks^2
=\sqrt{\frac k\mu}\;\frac12\left(-\frac{\partial^2}{\partial q^2}+q^2\right).
\]

The operator on the right, apart from its prefactor, contains neither mass nor force constant. It is the standard oscillator with levels \(n+\tfrac12\), so neighbouring levels of the stretch differ by \(\omega=\sqrt{k/\mu}\), the classical frequency.

**The ratio.** With the same \(k\) for both isotopes, the force constant cancels:

\[
\frac{\nu_D}{\nu_H}=\sqrt{\frac{\mu_H}{\mu_D}}
=\sqrt{\frac{Mm_H}{M+m_H}\cdot\frac{M+m_D}{Mm_D}}
=\sqrt{\frac{m_H}{m_D}}\,\sqrt{\frac{M+m_D}{M+m_H}} .
\]

**Numbers.** The reduced masses are

\[
\mu_H=\frac{28\times1}{29}\ \text{u}=0.9655\ \text{u},\qquad
\mu_D=\frac{28\times2}{30}\ \text{u}=1.8667\ \text{u}.
\]

Their ratio is \(\tfrac{28}{29}\cdot\tfrac{30}{56}=\tfrac{15}{29}=0.5172\), with the square root 0.7192. Hence

\[
\nu_D=2100\ \text{cm}^{-1}\times\sqrt{\frac{15}{29}}=1510.3\ \text{cm}^{-1}\approx1510\ \text{cm}^{-1}.
\]

The stretch is lowered by about 590 cm\(^{-1}\).

## Comparison of the two results

The estimate of 1485 cm\(^{-1}\) lies about 25 cm\(^{-1}\), or 1.7 percent of the exact model value, too low. The formula for the ratio shows why: it is the scaling result times the recoil factor

\[
\sqrt{\frac{M+m_D}{M+m_H}}=\sqrt{\frac{30}{29}}\approx1.017 .
\]

This factor exceeds one because deuterium is the heavier isotope. Recoil raises the frequency of either bond above \(\sqrt{k/m}\) by the factor \(\sqrt{1+m/M}\), and the rise is greater for the larger \(m\).

The share of silicon in the motion can be stated as an energy. With the centre of mass at rest, \(M\dot x_1=-m\dot x_2\). The kinetic energies then have the ratio

\[
\frac{T_1}{T_2}=\frac{M\dot x_1^2}{m\dot x_2^2}=\frac{M}{m}\left(\frac mM\right)^2=\frac mM,
\qquad
\frac{T_1}{T_1+T_2}=\frac{m}{M+m}.
\]

Silicon carries \(1/29\), or 3.4 percent, of the kinetic energy in Si-H and \(2/30\), or 6.7 percent, in Si-D.

Two limits frame the result. Write the square of the recoil factor as \(1+(m_D-m_H)/(M+m_H)\), which falls steadily as \(M\) grows. For \(M\to\infty\) it tends to one, and the scaling estimate is recovered. For \(M\to0\) it tends to \(m_D/m_H\), and the whole ratio \(\nu_D/\nu_H\) tends to one: the light partner would do all the moving, and the isotope would not matter. Silicon lies close to the first limit.

## How firm is the value?

**Masses.** The integers 1 and 2 are rounded. Adding one electron mass to the masses of the proton and the deuteron gives 1.00783 u and 2.01410 u, if the small binding energy of the electron is neglected. With these values and \(M=28\) u the formula yields 1511.0 cm\(^{-1}\), a change of less than 1 cm\(^{-1}\).

**Anharmonicity.** A real bond can break, so its potential must flatten at large \(s\). A simple well with this property is the Morse potential

\[
V(s)=D\left(1-e^{-as}\right)^2,\qquad V''(0)=2Da^2=k .
\]

Its first transition can be found in closed form. Put \(y=e^{-as}\), so that \(d/ds=-a\,y\,d/dy\), and define \(\lambda=\sqrt{2\mu D}/a\) and \(\beta^2=2\mu(D-E)/a^2\). Multiplied by \(-2\mu/a^2\), the Schrödinger equation becomes

\[
\left(y\frac{d}{dy}\right)^2\psi=\left(\lambda^2y^2-2\lambda^2y+\beta^2\right)\psi .
\]

For the ground state try \(\psi_0=y^\beta e^{-\lambda y}\). The left side is then \([\beta^2-\lambda(2\beta+1)y+\lambda^2y^2]\psi_0\), and the terms in \(y\) agree if \(\beta=\lambda-\tfrac12\). For the next state try \(\psi_1=y^\beta(y-c)e^{-\lambda y}\). Moving all terms to the left and dividing by \(y^\beta e^{-\lambda y}\) leaves

\[
\lambda(2\lambda-2\beta-3)\,y^2+\left[(2\beta+1)-c\lambda(2\lambda-2\beta-1)\right]y=0 .
\]

The first bracket vanishes for \(\beta=\lambda-\tfrac32\), and the second then gives \(c=(\lambda-1)/\lambda\). For \(\lambda>\tfrac32\) this function is bound and has one node, so it is the first excited state. Since \(E=D-a^2\beta^2/(2\mu)\), the transition energy is

\[
E_1-E_0=\frac{a^2}{2\mu}\left[\left(\lambda-\tfrac12\right)^2-\left(\lambda-\tfrac32\right)^2\right]
=\frac{a^2}{\mu}(\lambda-1)=\omega-\frac{\omega^2}{2D},
\]

where \(\omega=\sqrt{k/\mu}\), \(a^2\lambda/\mu=\omega\) and \(a^2/\mu=\omega^2/(2D)\) were used.

The anharmonic lowering \(\omega^2/(2D)\) is proportional to \(1/\mu\), while \(\omega\) itself is proportional to \(1/\sqrt\mu\). The lowering is thus relatively smaller for deuterium, and the ratio \(\nu_D/\nu_H\) is larger than in the harmonic model.

To see the size of the effect, take a round model depth \(D=0.13\) hartree, which is not a measured Si-H bond energy. The curvature is adjusted until the Si-H transition, computed by solving the Schrödinger equation numerically on a grid, lies at 2100 cm\(^{-1}\). This requires \(k=0.1742\) hartree/bohr\(^2\), compared with \(k=\mu_H\omega_H^2=0.1611\) hartree/bohr\(^2\) for the harmonic spring. The Si-D transition in the same well lies at 1527 cm\(^{-1}\), which is 17 cm\(^{-1}\) above the harmonic result. In this example anharmonicity shifts the result much more than the rounding of the masses does, and about two thirds as much as the recoil of silicon does. The size depends on the depth chosen: with \(k\) readjusted each time, the shift is 11 cm\(^{-1}\) for \(D=0.20\) hartree and 25 cm\(^{-1}\) for \(D=0.09\) hartree. The 17 cm\(^{-1}\) therefore indicates an order of magnitude, not a correction to be applied to a real bond.

**The solid.** At an interface silicon is also bound to other atoms. Represent these bonds by one spring \(K\) to a fixed wall, so that \(M\ddot x_1=ks-Kx_1\). For motion at frequency \(\omega\), \(\ddot x_1=-\omega^2x_1\), and the equation can be written as

\[
\left(M-\frac{K}{\omega^2}\right)\ddot x_1=ks .
\]

Silicon then responds like a free atom of mass \(M-K/\omega^2\). The diatomic model is good when \(K/M\ll\omega^2\), that is, when the stretch is much faster than the vibration of silicon against its surroundings. It fails for modes whose frequencies are comparable with that vibration. The condition is stricter for Si-D, whose \(\omega\) is lower. For small \(K\) the effective silicon mass is reduced more for Si-D than for Si-H, and the ratio \(\nu_D/\nu_H\) rises. With \(k\) readjusted to keep Si-H at 2100 cm\(^{-1}\), the Si-D stretch of this two-spring model lies 5, 15 and 40 cm\(^{-1}\) above the diatomic value when \(\sqrt{K/M}\) corresponds to 500, 800 and 1100 cm\(^{-1}\). In the last case \(K/(M\omega^2)\) is about one half for Si-D and the condition is not met. One spring to a fixed wall is only a sketch of the surroundings, so these numbers show how sensitive the result can be and do not predict the shift at a real interface.

**Bond breaking.** The result fixes the size of the vibrational quantum. In the harmonic model a given energy corresponds to \(1/0.7192\approx1.39\) times as many quanta in Si-D as in Si-H. The rate at which bonds break depends also on how fast the vibration is excited and how fast it loses energy to the solid, and neither is contained in this model.
